# Thermal damping of the surface-state interaction between two adatoms, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The interaction free energy as a sum over frequencies

### What scaling fixes

Two adatoms sit a distance $d$ apart on a metal surface whose electrons include a partly filled two-dimensional band. An electron wave leaves one adatom, is scattered by the other and returns. Its energy depends on how the returning wave interferes with itself, so the adatoms interact through the band.

Let $E_F$ be the filling of the band, measured from its bottom, $k_F$ the Fermi wave number, $v_F$ the Fermi velocity and $\delta$ the scattering phase shift of one adatom at the Fermi level. If the change of $\delta$ with energy plays no part, dimensions require
$$W=E_F\,\Phi\!\left(k_Fd,\ \frac{k_BT}{E_F},\ \delta\right).$$
At large $d$ more can be said. The round trip gives a phase $2k_Fd+2\delta$. A circular wave in two dimensions weakens as $1/\sqrt d$ on each leg, which makes $1/d$ for the round trip. When the contributions of all occupied energies are added, they cancel except within about $\hbar v_F/d$ of the Fermi level, where the occupation ends. This supplies a second factor $1/d$. At zero temperature the interaction must therefore have the size $E_F/(k_Fd)^2$ and oscillate with the phase $2k_Fd+2\delta$.

Temperature blurs the end of the occupation over an energy $k_BT$. The blur matters when it is comparable with $\hbar v_F/d$, so the thermal factor can depend only on $k_BT\,d/(\hbar v_F)$ as long as details of the band on the scale $E_F$ play no part. Scaling leaves open the function, the number multiplying this ratio, and the thermodynamic energy to which the factor belongs. The theorem settles all three.

### Assumptions and theorem

**Assumptions.**

1. The electrons are independent, with energy $E=\hbar^2k^2/2m$ and two spin states. Hence $\hbar v_F=\hbar^2k_F/m=2E_F/k_F$.
2. The crystal is a large reservoir that fixes the chemical potential $\mu=E_F$. It is held fixed when $T$ or $d$ changes.
3. The adatoms are identical, at rest, and small compared with the wavelength, so that they scatter s-waves alone. Scattering is elastic. The phase shift $\delta(E)$ is smooth near $E_F$, and $\delta'$ denotes $d\delta/dE$ there.
4. The regime is $k_Fd\gg1$, $k_BT\ll E_F$, $k_Fd\,(k_BT/E_F)^2\ll1$, and $|\delta'/\sin\delta|$ small compared with both $d/(\hbar v_F)$ and $1/(2\pi k_BT)$.

The interaction free energy is the part of the electronic grand potential $\Omega$ that needs both adatoms:
$$W=\Omega_{ab}-\Omega_a-\Omega_b+\Omega_0 .$$
The subscripts say which adatoms are present.

**Theorem.** Under these assumptions, to leading order,
$$W(d,T)=-E_F\left(\frac{2\sin\delta}{\pi}\right)^2\frac{\sin(2k_Fd+2\delta)}{(k_Fd)^2}\;\frac{x}{\sinh x},\qquad x=\frac{2\pi k_BT\,d}{\hbar v_F}. \tag{1}$$
The error is small relative to the envelope, which is the expression without its sine. Near a zero of the sine the relative error of $W$ itself is not controlled. The corresponding part of $U-\mu N$, with $U$ the internal energy and $N$ the electron number, has $x^2\cosh x/\sinh^2x$ in place of $x/\sinh x$.

The distinction between the two energies has physical content. When the electrons are summed over at fixed adatom positions, a configuration of slow, classical adatoms receives the weight $e^{-\Omega/k_BT}$, and the mean force is $-\partial\Omega/\partial d$. The free energy $W$ therefore governs where adatoms go.

### Lemma 1: the grand potential from a determinant

**Lemma 1.** Let $G_d(E)$ be the propagator of the clean band between the two adatom sites, and $t(E)$ the scattering matrix element of one adatom. Then, with $f$ the Fermi function,
$$W=\frac{2}{\pi}\,\mathrm{Im}\int_{-\infty}^{\infty}f(E)\,L(E+i0)\,dE,\qquad L=\ln\!\left(1-t^2G_d^2\right). \tag{2}$$

**Proof.** Take first a large finite surface with levels $E_j$ for each spin, and let $\mathcal N(E)$ be the number of levels below $E$. For independent electrons
$$\Omega=2\sum_j\varphi(E_j)=2\int\frac{d\mathcal N}{dE}\,\varphi\,dE,\qquad \varphi(E)=-k_BT\ln\!\left(1+e^{-(E-\mu)/k_BT}\right),$$
where the 2 counts spin. Differentiation gives
$$\varphi'(E)=\frac{e^{-(E-\mu)/k_BT}}{1+e^{-(E-\mu)/k_BT}}=f(E).$$
Integrate by parts. The boundary terms vanish, because $\mathcal N=0$ below all levels and $\varphi\to0$ far above $\mu$. Hence
$$\Omega=-2\int\mathcal N(E)f(E)\,dE. \tag{3}$$

Next, $\mathcal N$ is needed. With $\hat H$ the one-electron Hamiltonian and $\hat G=(E-\hat H)^{-1}$,
$$\mathrm{Tr}\,\hat G=\sum_j\frac1{E-E_j}=\frac{d}{dE}\ln\det(E-\hat H).$$
Just above the real axis $\mathrm{Im}\,(E+i0-E_j)^{-1}=-\pi\,\delta_D(E-E_j)$, with $\delta_D$ the Dirac function. The density of levels is therefore $-\mathrm{Im}\,\mathrm{Tr}\,\hat G/\pi$. Write $\hat H=\hat H_0+\hat V$, where $\hat V$ is due to the adatoms, and let $\hat G_0=(E-\hat H_0)^{-1}$. Then
$$\det(E-\hat H)=\det(E-\hat H_0)\,\det(1-\hat G_0\hat V).$$
The change of $\mathcal N$ caused by the adatoms follows by integration over energy:
$$\Delta\mathcal N(E)=-\frac1\pi\,\mathrm{Im}\ln\det(1-\hat G_0\hat V).$$
No constant is to be added: far below all levels $\Delta\mathcal N=0$ and the determinant tends to 1. With (3),
$$\Delta\Omega=\frac2\pi\,\mathrm{Im}\int f\,\ln\det(1-\hat G_0\hat V)\,dE.$$

A small adatom acts at one site with strength $v$, so $\hat V=v\,(|a\rangle\langle a|+|b\rangle\langle b|)$. The matrix $1-\hat G_0\hat V$ differs from the unit matrix in columns $a$ and $b$ alone, and its determinant reduces to that of a two-by-two block. With $G_s$ the propagator from a site to itself,
$$\det\begin{pmatrix}1-vG_s&-vG_d\\-vG_d&1-vG_s\end{pmatrix}=(1-vG_s)^2-v^2G_d^2=(1-vG_s)^2\left(1-t^2G_d^2\right),$$
$$t=\frac{v}{1-vG_s}.$$
This $t$ is the sum $v+vG_sv+vG_sv\,G_sv+\dots$ of repeated scattering at one adatom. The factor $(1-vG_s)^2$ is the product of the two single-adatom determinants, and it cancels when $\Omega_a$ and $\Omega_b$ are subtracted. What remains is (2). $\square$

The product $t^2G_d^2$ describes one round trip: propagation, scattering, propagation back, scattering. The logarithm contains all repetitions of it.

### Lemma 2: closing the contour

**Lemma 2.** With $\omega_n=(2n+1)\pi k_BT$,
$$W=-4k_BT\;\mathrm{Re}\sum_{n=0}^{\infty}L(\mu+i\omega_n). \tag{4}$$

**Proof.** The determinants of Lemma 1 combine to
$$1-t^2G_d^2=\frac{\det(E-\hat H_{ab})\,\det(E-\hat H_0)}{\det(E-\hat H_a)\,\det(E-\hat H_b)} .$$
Each Hamiltonian is Hermitian, so each determinant vanishes at real energies alone. In the upper half-plane the ratio has neither zeros nor poles, and its logarithm $L$ is analytic there once the branch is fixed by $L\to0$ at large $|E|$.

The integral along the real axis may thus be closed by a large arc in the upper half-plane. For sites on a lattice, $G_d$ falls at least as $1/E^2$ while $t\to v$, so $L$ falls at least as $1/E^4$ and the arc contributes nothing. In the continuum $G_d$ contains $e^{ikd}$ with $k=\sqrt{2mE}/\hbar$, and $L$ falls exponentially wherever $\mathrm{Im}\,k$ grows. Near the positive real axis, where $\mathrm{Im}\,k$ stays small, $f$ itself falls exponentially.

The singularities inside the contour are the poles of $f=1/(1+e^{(E-\mu)/k_BT})$. They lie where the exponential equals $-1$, that is at $E_n=\mu+i\omega_n$. Near such a point
$$1+e^{(E-\mu)/k_BT}\simeq-\frac{E-E_n}{k_BT},$$
so the residue of $f$ is $-k_BT$. The residue theorem gives
$$\int fL\,dE=2\pi i\sum_n(-k_BT)\,L(E_n)=-2\pi i\,k_BT\sum_nL(E_n).$$
Insert this in (2). Since $\mathrm{Im}(-iS)=-\mathrm{Re}\,S$ for any complex $S$, the prefactor is $(2/\pi)(-2\pi k_BT)=-4k_BT$. $\square$

The replacement of the integral by a sum can be tested on a finite system whose levels are all known. Take a periodic square lattice of $24\times24$ sites with hopping energy 1 and clean levels $-2(\cos q_x+\cos q_y)$. Put impurities of strength $-3$ three sites apart along an axis, and set $k_BT=0.1$ and $\mu=-2.3$. Diagonalizing the Hamiltonians with no, one and two impurities and combining their grand potentials gives $W=2.285571\times10^{-2}$. The sum (4) gives the same digits.

As $T\to0$ the frequencies $\omega_n$, spaced by $2\pi k_BT$, become dense. Then $k_BT\sum_n\to\int_0^\infty d\omega/2\pi$, and
$$W(d,0)=-\frac2\pi\,\mathrm{Re}\int_0^\infty L(\mu+i\omega)\,d\omega. \tag{5}$$

Formula (4) has an advantage over (2). At a real energy the round trip $t^2G_d^2$ oscillates rapidly with $E$, and the result is left over from large cancellations. At the energies $\mu+i\omega_n$ it decays with $n$, and a few terms suffice when $T$ is not too low.

### Lemma 3: propagation and scattering in two dimensions

**Lemma 3.** With $H_0^{(1)}$ the Hankel function of an outgoing circular wave,
$$G_d=-\frac{im}{2\hbar^2}H_0^{(1)}(kd),\qquad t=-\frac{2\hbar^2}{m}\,e^{i\delta}\sin\delta,\qquad tG_d=i\,e^{i\delta}\sin\delta\;H_0^{(1)}(kd). \tag{6}$$

**Proof.** The propagator obeys
$$\left(E+\frac{\hbar^2}{2m}\nabla^2\right)G(\mathbf r)=\delta_D(\mathbf r).$$
Away from the origin this is the free wave equation. The outgoing solution with circular symmetry is $G=C\,H_0^{(1)}(kr)$. Near the origin $H_0^{(1)}(kr)\simeq(2i/\pi)\ln r$ plus a constant, and $\nabla^2\ln r=2\pi\,\delta_D(\mathbf r)$. Matching the strength of the point source requires
$$\frac{\hbar^2}{2m}\,C\,\frac{2i}{\pi}\,2\pi=1,\qquad C=\frac{m}{2i\hbar^2}=-\frac{im}{2\hbar^2}.$$

For $t$, let a plane wave of unit amplitude meet one adatom. Its circularly symmetric part is $J_0=\tfrac12\left(H_0^{(1)}+H_0^{(2)}\right)$, an outgoing and an ingoing wave. Elastic scattering leaves the ingoing part unchanged and multiplies the outgoing part by $e^{2i\delta}$. The added wave is
$$\frac{e^{2i\delta}-1}{2}\,H_0^{(1)}(kr)=i\,e^{i\delta}\sin\delta\;H_0^{(1)}(kr).$$
By the definition of $t$ this added wave is also the propagator times $t$ times the incident amplitude at the adatom, which is 1. Equating the two gives the third relation in (6), and division by $C$ gives the second. $\square$

**A complete model.** To judge the asymptotic law one needs a $\delta(E)$ that comes from a Hamiltonian. A zero-range attraction provides it. From $t=v/(1-vG_s)$ one has $1/t=1/v-G_s$. The density of states per area and spin is $m/2\pi\hbar^2$, so with an upper cutoff $\Lambda$
$$G_s(E)=\frac{m}{2\pi\hbar^2}\int_0^\Lambda\frac{d\varepsilon}{E-\varepsilon}\simeq\frac{m}{2\pi\hbar^2}\left[\ln(-E)-\ln\Lambda\right].$$
Let one adatom bind a state at energy $-E_B$. There $1/t=0$, which fixes $v$ and removes the cutoff:
$$\frac1t=\frac{m}{2\pi\hbar^2}\ln\frac{E_B}{-E}.$$
Just above the positive real axis $\ln(-E)=\ln E-i\pi$. On the other side, $\cot\delta-i=e^{-i\delta}/\sin\delta$, so (6) reads $1/t=-(m/2\hbar^2)(\cot\delta-i)$. Comparison gives
$$\cot\delta(E)=\frac1\pi\ln\frac{E}{E_B}. \tag{7}$$
For $E_B=E_F$ the phase shift at the Fermi level is $\pi/2$, and the adatom scatters as strongly as an elastic s-wave scatterer can.

In this model with $E_B=E_F$, $k_Fd=20$ and $x=1$, the integral (2) over the real energies of the band and the sum (4) both give $W=6.80054\times10^{-4}\,E_F$. The bound levels below the band are left out of the integral. They overlap by a factor of order $e^{-k_Fd}$, which is far too small to show here.

## Part 2. The thermal factor, its limits and a numerical case

### Symbols and results carried over

The separation is $d$. The band has filling $E_F=\mu$ and obeys $\hbar v_F=2E_F/k_F$. The phase shift is $\delta$, with energy derivative $\delta'$ at the Fermi level. Write $Q=tG_d$ for half a round trip, $\phi=2k_Fd+2\delta$ for the phase, $\tau=k_BT/E_F$, and $\omega_n=(2n+1)\pi k_BT$. Part 1 showed that
$$W=-4k_BT\,\mathrm{Re}\sum_{n\ge0}\ln\!\left(1-Q^2\right)\Big|_{E=\mu+i\omega_n},\qquad Q=i\,e^{i\delta}\sin\delta\,H_0^{(1)}(kd). \tag{8}$$
The complete model is the zero-range adatom with $\cot\delta=\ln(E/E_B)/\pi$. From $\hbar v_F=2E_F/k_F$ it follows that $x=2\pi k_BTd/(\hbar v_F)=\pi k_Fd\,\tau$.

### Proof of the theorem

**One round trip.** For large argument $H_0^{(1)}(z)\simeq\sqrt{2/\pi z}\;e^{i(z-\pi/4)}$. Its square contains $e^{-i\pi/2}=-i$. Since $(i)^2=-1$,
$$Q^2\simeq-e^{2i\delta}\sin^2\!\delta\,\left(-i\,\frac{2}{\pi kd}\,e^{2ikd}\right)=i\,\sin^2\!\delta\;\frac{2}{\pi kd}\;e^{2i(kd+\delta)}. \tag{9}$$
This is small for $kd\gg1$, so $-\ln(1-Q^2)=Q^2+Q^4/2+\dots$ may be cut after $Q^2$.

**Imaginary frequency.** At $E=\mu+i\omega$,
$$k=k_F\sqrt{1+\frac{i\omega}{E_F}}=k_F+\frac{i\omega}{\hbar v_F}+k_F\frac{\omega^2}{8E_F^2}+\dots, \tag{10}$$
because $k_F/2E_F=1/\hbar v_F$. The second term turns the oscillation into a decay. For $\omega=\omega_n$,
$$e^{2ikd}\simeq e^{2ik_Fd}\,e^{-2\omega_nd/\hbar v_F}=e^{2ik_Fd}\,e^{-(2n+1)x}.$$
The other factors in (9) vary slowly and are taken at the Fermi level.

The interaction free energy is now a sum over the frequencies $\omega_n$, and to leading order its terms decay as $e^{-(2n+1)x}$. It remains to carry out the sum, bound the neglected terms, and examine the thermal factor's limits, its corrections and a numerical case.
